# Thermal Stress in a Gallium Nitride Film on Silicon: test program

```python
# Result under test: a film bonded to a thick wafer and cooled by dT without
# relaxation carries the in-plane stress  sigma = M * (a_film - a_sub) * dT.
# M: biaxial modulus of the film; a_film, a_sub: linear expansion coefficients;
# dT: positive temperature drop; tension is positive. Moduli are in GPa.
# Independent roads: full Hooke's law with a free surface, and minimization of
# the elastic energy of the film-wafer stack over uniform strain and curvature.
import numpy as np

a_film, a_sub, dT = 6e-6, 3e-6, 1000.0
C11, C12, C13, C33, C44 = 360.0, 140.0, 100.0, 400.0, 100.0
M_sub = 200.0
h_film, h_sub = 1.0, 1000.0            # micrometres
extra_strain = 0.001                   # enlargement of stress-free film size

# Formulas to be tested
M_formula = C11 + C12 - 2 * C13**2 / C33
mismatch = (a_film - a_sub) * dT
stress = M_formula * mismatch
thickness_strain = -2 * C13 / C33 * mismatch
ratio = h_film / h_sub


def compliant_stress(t):
    """First-order film stress on a wafer; t is film/wafer thickness."""
    return stress / (1 + 4 * M_formula * t / M_sub)


stress_wafer = compliant_stress(ratio)
radius_formula = M_sub * h_sub**2 / (6 * stress_wafer * h_film) * 1e-6
stress_relaxed = M_formula * (mismatch - extra_strain)

# Full Hooke's law, component order xx, yy, zz, yz, xz, xy
C = np.diag([C11, C11, C33, C44, C44, (C11 - C12) / 2])
C[0, 1] = C[1, 0] = C12
C[0, 2] = C[2, 0] = C[1, 2] = C[2, 1] = C13
assert np.all(np.linalg.eigvalsh(C) > 0)
held, free = [0, 1, 5], [2, 3, 4]
strain = np.zeros(6)
strain[[0, 1]] = mismatch
strain[free] = np.linalg.solve(C[np.ix_(free, free)],
                               -C[np.ix_(free, held)] @ strain[held])
tensor_stress = C @ strain
M_tensor = tensor_stress[0] / mismatch
assert np.isclose(M_tensor, M_formula, rtol=1e-10)
assert np.isclose(tensor_stress[0], tensor_stress[1], rtol=1e-10)
assert np.isclose(strain[2], thickness_strain, rtol=1e-10)

# In-plane Young's modulus and Poisson ratio from the compliance matrix
S = np.linalg.inv(C)
young = 1 / S[0, 0]
poisson = -S[0, 1] / S[0, 0]
assert np.isclose(young / (1 - poisson), M_tensor, rtol=1e-10)
assert young * mismatch < tensor_stress[0]

# Mismatch strain from actual lengths after free cooling
exact_strain = (1 - a_sub * dT) / (1 - a_film * dT) - 1
linear_error = exact_strain / mismatch - 1
assert np.isclose(linear_error, a_film * dT, rtol=0.01)  # next order: 0.6 %


def relaxed_stack(t, film_free, sub_free):
    """Minimize energy; wafer thickness is 1, film thickness is t.
    Returns mean film stress, mean wafer stress and curvature."""
    node = 1 / np.sqrt(3)              # two-point Gauss rule, exact here
    z = np.array([-node / 2, node / 2,
                  0.5 + t * (1 - node) / 2, 0.5 + t * (1 + node) / 2])
    weight = np.array([0.5, 0.5, t / 2, t / 2])
    modulus = np.array([M_sub, M_sub, M_tensor, M_tensor])
    natural = np.array([sub_free, sub_free, film_free, film_free])
    root = np.sqrt(weight * modulus)
    basis = np.column_stack([np.ones(4), z])
    best = np.linalg.lstsq(basis * root[:, None], natural * root,
                           rcond=None)[0]
    local = modulus * (basis @ best - natural)
    return local[2:].mean(), local[:2].mean(), best[1]


film_free, sub_free = -a_film * dT, -a_sub * dT

# Very thin film: the headline result, its sign, and the reversed case
thin = 1e-7
thin_stress = relaxed_stack(thin, film_free, sub_free)[0]
reversed_stress = relaxed_stack(thin, sub_free, film_free)[0]
assert np.isclose(thin_stress, stress, rtol=1e-5)   # wafer yields by 1e-6
assert np.isclose(thin_stress, 1.35, rtol=1e-5)     # value claimed in topic
assert thin_stress > 0 > reversed_stress

# Enlarged stress-free film size lowers the tension
thin_relaxed = relaxed_stack(thin, film_free + extra_strain, sub_free)[0]
assert np.isclose(thin_relaxed, stress_relaxed, rtol=1e-5)

# Finite wafer: first-order formula, second-order remainder, force balance
film_mean, sub_mean, curvature = relaxed_stack(ratio, film_free, sub_free)
assert np.isclose(film_mean, stress_wafer, rtol=1e-4)
remainder = film_mean / stress_wafer - 1
half_mean = relaxed_stack(ratio / 2, film_free, sub_free)[0]
half_remainder = half_mean / compliant_stress(ratio / 2) - 1
assert abs(remainder / half_remainder - 4) < 0.1
assert abs(film_mean * ratio + sub_mean) < 1e-9 * film_mean
assert sub_mean < 0
assert curvature < 0                   # film side shortens: concave
radius_stack = h_sub * 1e-6 / abs(curvature)
assert np.isclose(radius_stack, radius_formula, rtol=2e-3)  # order h_f/h_s

print(f"film expansion coefficient: {a_film:.1e} 1/K")
print(f"wafer expansion coefficient: {a_sub:.1e} 1/K")
print(f"expansion mismatch: {a_film - a_sub:.1e} 1/K")
print(f"temperature drop: {dT:.0f} K")
print(f"film C11, C12, C13, C33: {C11:.0f}, {C12:.0f}, {C13:.0f}, {C33:.0f} GPa")
print(f"biaxial modulus, formula: {M_formula:.3f} GPa")
print(f"biaxial modulus, full Hooke's law: {M_tensor:.3f} GPa")
print(f"in-plane Young's modulus: {young:.2f} GPa")
print(f"in-plane Poisson ratio: {poisson:.4f}")
print(f"linear mismatch strain: {mismatch:.6f}")
print(f"mismatch strain from lengths: {exact_strain:.6f}")
print(f"relative error of linear strain: {100 * linear_error:.3f} %")
print(f"film thickness strain: {thickness_strain:.6f}")
print(f"film stress, formula: {stress:.4f} GPa")
print(f"film stress, formula, converted: {1000 * stress:.0f} MPa")
print(f"film stress, thin-film energy minimum: {thin_stress:.4f} GPa")
print(f"stress with coefficients reversed: {reversed_stress:.4f} GPa")
print(f"stress if Young's modulus were used: {young * mismatch:.4f} GPa")
print(f"film thickness: {h_film:.0f} micrometre")
print(f"wafer thickness: {h_sub:.0f} micrometre")
print(f"wafer biaxial modulus: {M_sub:.0f} GPa")
print(f"film stress on finite wafer, formula: {stress_wafer:.4f} GPa")
print(f"film stress on finite wafer, energy: {film_mean:.4f} GPa")
print(f"stress reduction by wafer: {100 * (1 - film_mean / stress):.2f} %")
print(f"mean wafer stress: {1000 * sub_mean:.3f} MPa")
print(f"bending radius, formula: {radius_formula:.2f} m")
print(f"bending radius, energy: {radius_stack:.2f} m")
print(f"extra stress-free film strain: {extra_strain:.4f}")
print(f"stress with extra strain, formula: {stress_relaxed:.4f} GPa")
print(f"stress with extra strain, energy: {thin_relaxed:.4f} GPa")
print("every check passed")
```

Output:

```
film expansion coefficient: 6.0e-06 1/K
wafer expansion coefficient: 3.0e-06 1/K
expansion mismatch: 3.0e-06 1/K
temperature drop: 1000 K
film C11, C12, C13, C33: 360, 140, 100, 400 GPa
biaxial modulus, formula: 450.000 GPa
biaxial modulus, full Hooke's law: 450.000 GPa
in-plane Young's modulus: 295.52 GPa
in-plane Poisson ratio: 0.3433
linear mismatch strain: 0.003000
mismatch strain from lengths: 0.003018
relative error of linear strain: 0.604 %
film thickness strain: -0.001500
film stress, formula: 1.3500 GPa
film stress, formula, converted: 1350 MPa
film stress, thin-film energy minimum: 1.3500 GPa
stress with coefficients reversed: -1.3500 GPa
stress if Young's modulus were used: 0.8866 GPa
film thickness: 1 micrometre
wafer thickness: 1000 micrometre
wafer biaxial modulus: 200 GPa
film stress on finite wafer, formula: 1.3380 GPa
film stress on finite wafer, energy: 1.3379 GPa
stress reduction by wafer: 0.89 %
mean wafer stress: -1.338 MPa
bending radius, formula: 24.91 m
bending radius, energy: 24.89 m
extra stress-free film strain: 0.0010
stress with extra strain, formula: 0.9000 GPa
stress with extra strain, energy: 0.9000 GPa
every check passed
```
